# Potential step from charge transfer across an interface: test program

```python
"""Potential step of an interface dipole, in Hartree atomic units.

Result under test: moving q electrons per cell of area A through a distance d
along the interface normal raises the electron potential energy on the
receiving side by step = 4*pi*q*d/A when nothing else responds.
Symbols: q = transferred electrons per cell, d = centroid distance,
A = cell area, sigma = q/A, G = shortest lateral wave number (square cell).
The donor plane lies at z = 0 and the receiving plane at z = d.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, trapezoid

bohr_in_angstrom = const.value("Bohr radius") / const.angstrom
hartree_in_ev = const.value("Hartree energy in eV")

q = 0.05
d_angstrom = 2.0
area_angstrom2 = 15.0
d = d_angstrom / bohr_in_angstrom
area = area_angstrom2 / bohr_in_angstrom**2
sigma = q / area
field = 4 * np.pi * sigma
step = field * d
step_ev = step * hartree_in_ev

# The rounded claim, and the same step from SI constants.
step_si_ev = (q * const.e * d_angstrom * const.angstrom
              / (const.epsilon_0 * area_angstrom2 * const.angstrom**2))
assert abs(step_si_ev / step_ev - 1) < 1e-7
assert abs(step_si_ev - 1.2) < 0.05

# Direct Coulomb sum over a circular patch of point-charge pairs.
cell = np.sqrt(area)
cells_in_radius = 300
index = np.arange(-cells_in_radius, cells_in_radius + 1)
ix, iy = np.meshgrid(index, index)
inside = ix**2 + iy**2 <= cells_in_radius**2
site_x = cell * ix[inside]
site_y = cell * iy[inside]


def electron_energy(x, y, z):
    """Potential energy of a test electron near the patch."""
    lateral2 = (site_x - x)**2 + (site_y - y)**2
    to_donor = np.sqrt(lateral2 + z**2)
    to_receiver = np.sqrt(lateral2 + (z - d)**2)
    return q * np.sum(1 / to_receiver - 1 / to_donor)


probe = 10.0 / bohr_in_angstrom
patch_radius = cells_in_radius * cell
patch_step = (electron_energy(0, 0, d / 2 + probe)
              - electron_energy(0, 0, d / 2 - probe))
patch_factor = 1 - probe / np.hypot(patch_radius, probe)
assert patch_step > 0
assert abs(patch_step / step - 1) < 0.01  # finite patch radius
assert abs(patch_step / (step * patch_factor) - 1) < 1e-4

# Lateral ripple: above an atom minus above the hollow of the square cell.
height = 3.0 / bohr_in_angstrom
ripple_sum = (electron_energy(0, 0, d + height)
              - electron_energy(cell / 2, cell / 2, d + height))
G = 2 * np.pi / cell
ripple = (8 * 2 * np.pi * q / (area * G)
          * (np.exp(-G * height) - np.exp(-G * (height + d))))
assert abs(ripple_sum / ripple - 1) < 0.01  # shorter waves are left out

# Smeared charges of unequal shape with centroids a distance d apart.
z = np.linspace(-30, 60, 90001)
lost = np.exp(-z**2 / 2)
lost /= trapezoid(lost, z)
tail = 0.7
t = np.clip(z - (d - 3 * tail), 0, None)
gained = t**2 * np.exp(-t / tail)
gained /= trapezoid(gained, z)
charge = sigma * (lost - gained)
electric_field = 4 * np.pi * cumulative_trapezoid(charge, z, initial=0)
smeared_energy = cumulative_trapezoid(electric_field, z, initial=0)
smeared_step = smeared_energy[-1] - smeared_energy[0]
assert abs(smeared_step / step - 1) < 1e-5

# Screened step: finite differences with a dielectric jump at mid-gap.
eps_left, eps_right = 12.0, 8.0
n = 401
dz = 2 * d / (n - 1)
eps_link = np.where(np.arange(n - 1) < 200, eps_left, eps_right)
matrix = np.zeros((n, n))
source = np.zeros(n)
for i in range(1, n):
    matrix[i, i - 1] += eps_link[i - 1] / dz**2
    matrix[i, i] -= eps_link[i - 1] / dz**2
    if i < n - 1:
        matrix[i, i + 1] += eps_link[i] / dz**2
        matrix[i, i] -= eps_link[i] / dz**2
matrix[0, 0] = 1.0
source[100] = -4 * np.pi * sigma / dz
source[300] = 4 * np.pi * sigma / dz
potential = np.linalg.solve(matrix, source)
screened_numeric = -(potential[-1] - potential[0])
screened = field * (d / 2 / eps_left + d / 2 / eps_right)
assert abs(screened_numeric / screened - 1) < 1e-6

q_for_tenth_ev = 0.1 / hartree_in_ev * area / (4 * np.pi * d)

print(f"Transferred charge per cell: {q:.2f} electron")
print(f"Transfer distance, given: {d_angstrom:.1f} angstrom")
print(f"Cell area, given: {area_angstrom2:.1f} angstrom^2")
print(f"Bohr radius: {bohr_in_angstrom:.6f} angstrom")
print(f"Hartree energy: {hartree_in_ev:.4f} eV")
print(f"Transfer distance d: {d:.4f} bohr")
print(f"Cell area A: {area:.3f} bohr^2")
print(f"Sheet density q/A: {sigma:.4e} electron/bohr^2")
print(f"Dipole per area q*d/A: {sigma * d:.4e} e/bohr")
print(f"Field between sheets: {field:.5f} hartree/(e bohr)")
print(f"Unscreened step: {step:.5f} hartree")
print(f"Unscreened step: {step_ev:.4f} eV")
print(f"Step from SI constants: {step_si_ev:.4f} eV")
print(f"Number of cells in patch: {site_x.size}")
print(f"Patch radius: {patch_radius:.1f} bohr")
print(f"Probe distance from midplane: {probe:.3f} bohr")
print(f"Step from Coulomb sum: {patch_step:.6f} hartree")
print(f"Finite-patch factor: {patch_factor:.5f} (no unit)")
print(f"Formula times patch factor: {step * patch_factor:.6f} hartree")
print(f"Step from smeared charges: {smeared_step:.6f} hartree")
print(f"Lateral wave number G: {G:.4f} 1/bohr")
print(f"Ripple probe height above plane: {height:.3f} bohr")
print(f"Ripple from Coulomb sum: {ripple_sum:.4e} hartree")
print(f"Ripple from leading wave: {ripple:.4e} hartree")
print(f"Dielectric constant, left half: {eps_left:.0f} (no unit)")
print(f"Dielectric constant, right half: {eps_right:.0f} (no unit)")
print(f"Screened step, formula: {screened:.6f} hartree")
print(f"Screened step, numerical: {screened_numeric:.6f} hartree")
print(f"Screened step: {screened * hartree_in_ev:.4f} eV")
print(f"Bare transfer for a 0.1 eV step: {q_for_tenth_ev:.5f} electron")
print("success")
```

Output:

```
Transferred charge per cell: 0.05 electron
Transfer distance, given: 2.0 angstrom
Cell area, given: 15.0 angstrom^2
Bohr radius: 0.529177 angstrom
Hartree energy: 27.2114 eV
Transfer distance d: 3.7795 bohr
Cell area A: 53.566 bohr^2
Sheet density q/A: 9.3343e-04 electron/bohr^2
Dipole per area q*d/A: 3.5278e-03 e/bohr
Field between sheets: 0.01173 hartree/(e bohr)
Unscreened step: 0.04433 hartree
Unscreened step: 1.2063 eV
Step from SI constants: 1.2063 eV
Number of cells in patch: 282697
Patch radius: 2195.7 bohr
Probe distance from midplane: 18.897 bohr
Step from Coulomb sum: 0.043951 hartree
Finite-patch factor: 0.99139 (no unit)
Formula times patch factor: 0.043951 hartree
Step from smeared charges: 0.044332 hartree
Lateral wave number G: 0.8585 1/bohr
Ripple probe height above plane: 5.669 bohr
Ripple from Coulomb sum: 4.0519e-04 hartree
Ripple from leading wave: 4.0426e-04 hartree
Dielectric constant, left half: 12 (no unit)
Dielectric constant, right half: 8 (no unit)
Screened step, formula: 0.004618 hartree
Screened step, numerical: 0.004618 hartree
Screened step: 0.1257 eV
Bare transfer for a 0.1 eV step: 0.00414 electron
success
```
